\section*{Why a line in an angular momentum diagram needs its arrow}

\section{What a line has to do}

\textbf{Q.} I treat the arrows in angular momentum diagrams as decoration. A vertex is a $3j$ symbol, the $3j$ symbols carry the rotational symmetry, and an internal line means ``sum over $m$''. A sign such as $(-1)^{j-m}$ looks like a phase convention. Why keep it?

\textbf{A.} Because the vertices are invariant, but the join between them must be invariant too. Write a vertex as
\[
V_{m_1m_2m_3}=\begin{pmatrix} j_1&j_2&j_3\\ m_1&m_2&m_3\end{pmatrix}.
\]
These numbers are the coefficients of a state of three angular momenta with total $J=0$. With unitary rotation matrices $D$ in the standard phase convention, that state does not change under rotation. Since this holds for the inverse rotation as well, $D^{-1}=(D^T)^*$, and $V$ is real, we also have
\begin{equation}
\sum_{m_1m_2m_3}V_{m_1m_2m_3}D_{m_1n_1}D_{m_2n_2}D_{m_3n_3}=V_{n_1n_2n_3}.
\label{vinv}
\end{equation}
A line joins an index $m$ on one vertex to an index $m'$ on another. For the join to be invariant, its coefficients must form a $J=0$ state of two equal angular momenta, $\sum_m c_m|m\rangle|{-m}\rangle$. The raising operator must annihilate that state. The component $|m+1\rangle|{-m}\rangle$ is reached by raising the first factor of $|m\rangle|{-m}\rangle$ or the second factor of $|m+1\rangle|{-m-1}\rangle$. Both steps carry the factor $\sqrt{j(j+1)-m(m+1)}$, so
\[
c_m+c_{m+1}=0 .
\]
The sign must alternate. With $c_j=1$ this gives the metric
\begin{equation}
g_{mm'}=(-1)^{j-m}\delta_{m',-m},\qquad D^TgD=g,\qquad D^{-1}gD^{-T}=g .
\label{g}
\end{equation}
The two invariance relations are complex conjugates of each other, because $g$ is real.

\textbf{Q.} That explains a sign. Why an arrow?

\textbf{A.} The arrow says which end supplies $m$ in $(-1)^{j-m}$; I let it leave that end. Reversing it transposes $g$:
\[
g_{m'm}=(-1)^{j-m'}\delta_{m,-m'}=(-1)^{j+m}\delta_{m',-m}=(-1)^{2m}g_{mm'}=(-1)^{2j}g_{mm'},
\]
since $2m$ and $2j$ have the same parity. For integer $j$ the direction is immaterial, but the alternating sign is still there. For half-integer $j$ a reversal changes the sign of the diagram.

\section{The bubble, with and without the sign}

\textbf{Q.} Show me a diagram where leaving the sign out does harm.

\textbf{A.} Take two vertices joined by lines $j_1$ and $j_2$, with external legs $j_3,m_3$ and $j_3',m_3'$. Both arrows run from the first vertex to the second:
\[
B_{m_3m_3'}=\sum_{m_1m_2}(-1)^{j_1-m_1+j_2-m_2}\,V_{m_1,m_2,m_3}V'_{-m_1,-m_2,m_3'} .
\]
The prime marks the vertex containing $j_3'$. Reversing all $m$ signs in a $3j$ symbol gives
\[
V'_{-m_1,-m_2,m_3'}=(-1)^{j_1+j_2+j_3'}V'_{m_1,m_2,-m_3'} .
\]
The vertices require $m_1+m_2=-m_3$ and $m_3'=-m_3$. The collected phase is therefore
\begin{align}
(-1)^{j_1-m_1+j_2-m_2+j_1+j_2+j_3'}
&=(-1)^{2(j_1+j_2)+m_3+j_3'}\nonumber\\
&=(-1)^{-2j_3'+m_3+j_3'}=(-1)^{j_3'-m_3}.
\label{phase}
\end{align}
The second line uses the fact that $j_1+j_2+j_3'$ is an integer, so $2(j_1+j_2)$ and $-2j_3'$ have the same parity. The last exponent may change sign because it is an integer. The orthogonality relation
\begin{equation}
\sum_{m_1m_2}V_{m_1m_2m_3}V'_{m_1m_2M}=\frac{\delta_{j_3j_3'}\delta_{m_3M}}{2j_3+1}
\label{orth}
\end{equation}
with $M=-m_3'$ then gives
\begin{equation}
B_{m_3m_3'}=\frac{\delta_{j_3j_3'}}{2j_3+1}\,g_{m_3m_3'} .
\label{B}
\end{equation}
The bubble is again an invariant line.

Now drop the sign on line $j_1$ but keep $m_1'=-m_1$. Since $(-1)^{2(j_1-m_1)}=1$, removing $(-1)^{j_1-m_1}$ is the same as multiplying by it once more. The phase (\ref{phase}) still applies, and the faulty bubble is
\begin{equation}
N_{m_3m_3'}=\delta_{m_3',-m_3}(-1)^{j_3'-m_3}A(m_3),\quad
A(m_3)=\sum_{m_1m_2}(-1)^{j_1-m_1}V_{m_1m_2m_3}V'_{m_1m_2m_3}.
\label{N}
\end{equation}
The extra sign spoils the orthogonality sum.

\textbf{Q.} Put numbers in.

\textbf{A.} Set every $j$ to 1. Six $3j$ symbols are nonzero, those with $m_1,m_2,m_3$ all different, and each has square $0.408248^2=1/6$. Then
\begin{align*}
A(1)&=-\tfrac16+\tfrac16=0 && (m_1,m_2)=(0,-1),(-1,0),\\
A(0)&=+\tfrac16+\tfrac16=\tfrac13 && (m_1,m_2)=(1,-1),(-1,1),\\
A(-1)&=+\tfrac16-\tfrac16=0 && (m_1,m_2)=(1,0),(0,1).
\end{align*}
With the sign restored, all three sums are $1/3$.

To see the geometry, attach vectors $\mathbf u$ and $\mathbf v$ to the legs through $u_{\pm1}=\mp(u_x\pm iu_y)/\sqrt2$, $u_0=u_z$. Multiplying out,
\[
u_1v_{-1}+u_{-1}v_1=-(u_xv_x+u_yv_y).
\]
Hence
\begin{align*}
\sum u_mB_{mm'}v_{m'}&=\tfrac13(u_1v_{-1}-u_0v_0+u_{-1}v_1)=-\tfrac13\,\mathbf u\cdot\mathbf v,\\
\sum u_mN_{mm'}v_{m'}&=-\tfrac13u_zv_z .
\end{align*}
Let both vectors be the same unit vector, tilted by $\theta$ from $z$. The correct value is $-0.3333$ at every tilt. The faulty value is $-\cos^2\theta/3$: $-0.3333$ at $0^\circ$, $-0.0833$ at $60^\circ$ and $0$ at $90^\circ$. Turning both vectors together changes the answer, so the sum is not invariant.

\section{Two objections}

\textbf{Q.} Perhaps I was inconsistent. What if I drop the signs on both lines?

\textbf{A.} Then the $m$-reversal phase and (\ref{orth}) give
\[
\sum_{m_1m_2}V_{m_1,m_2,m_3}V'_{-m_1,-m_2,m_3'}
=\frac{(-1)^{j_1+j_2+j_3}}{2j_3+1}\,\delta_{j_3j_3'}\delta_{m_3',-m_3}.
\]
Different $j_3$ no longer mix, but the external pairing lacks its alternating sign. For all $j=1$ the vector form is
\[
-\tfrac13(u_1v_{-1}+u_0v_0+u_{-1}v_1)=-\tfrac13(u_zv_z-u_xv_x-u_yv_y).
\]
For the same unit vector on both legs this is $-\cos2\theta/3$, which runs from $-0.3333$ at $0^\circ$ to $+0.3333$ at $90^\circ$.

\textbf{Q.} But (\ref{orth}) itself has equal $m$ on both vertices and no sign. Is orthogonality not invariant?

\textbf{A.} It is, if one vertex is read as a complex conjugate. Its indices then rotate with $D^*$, and $\delta_{mm'}$ is invariant because $D^\dagger D=1$. With all $j=1$, contracting the result $\delta_{mm'}/3$ with $u_m^*v_{m'}$ gives $\mathbf u\cdot\mathbf v/3$. Without the conjugation, a unit vector on both legs gives $(u_x^2-u_y^2+u_z^2)/3$: $+1/3$ along $x$ and $z$, but $-1/3$ along $y$. An equal-$m$ sum is legitimate between a ket-type and a bra-type index, not between two indices of the same type, apart from the trivial case $j=0$.

\section{How general the failure is}

\textbf{Q.} What does the missing sign do physically, and does it matter for every $j$?

\textbf{A.} Write the unsigned pairing as $p_{mm'}=\delta_{m',-m}$. Because the sign squares to one,
\[
p=Sg,\qquad S=\mathrm{diag}\,(-1)^{j-m}=e^{i\pi j}e^{-i\pi J_z}.
\]
Up to a constant phase, dropping the sign inserts a half-turn about $z$ into the line. That is where the preferred axis comes from.

To measure the damage, fix $j_1,j_2$ and collect the blocks $N$ for all allowed $j_3,j_3'$. Let $\Delta=D^TND'-N$ be the change of a block when its legs are rotated, and let $\|\cdot\|^2$ be the sum of squared moduli of the entries. By (\ref{orth}), the numbers $\sqrt{2j_3+1}\,V_{m_1m_2m_3}$ form an orthogonal matrix $U$ from $(m_1,m_2)$ to $(j_3,m_3)$. The weighted blocks $\sqrt{(2j_3+1)(2j_3'+1)}\,N$ are the blocks of $U^T(p\otimes g)U$. By (\ref{vinv}), a rotation of the external leg can be moved to the internal lines as inverse rotations, so
\[
p\otimes g\;\to\;(D_1^{-1}pD_1^{-T})\otimes(D_2^{-1}gD_2^{-T})=(D_1^{-1}pD_1^{-T})\otimes g .
\]
From (\ref{g}), $gD_1^{-T}=D_1g$, hence $D_1^{-1}pD_1^{-T}=D_1^{-1}SD_1g\equiv S'g$. Neither $U$ nor $g$ changes the norm of what it multiplies, and $\|g\|^2=2j_2+1$ for line $j_2$. Therefore
\[
\sum_{j_3j_3'}(2j_3+1)(2j_3'+1)\|\Delta\|^2=(2j_2+1)\|S'-S\|^2 .
\]
Both $S$ and $S'$ are Hermitian with square 1, so $\|S'-S\|^2=2(2j_1+1)-2\,\mathrm{Tr}\,S'S$.

Here $S'$ is a half-turn about an axis $\mathbf n'$ at the angle $\beta$ by which the rotation tilts $z$. Since $S=S^{-1}$, the phases $e^{\pm i\pi j_1}$ cancel in $S'S=S'S^{-1}$. The remaining product of rotations can be identified with spin-$\tfrac12$ matrices, where a half-turn about $\mathbf n$ is $-i\boldsymbol\sigma\cdot\mathbf n$:
\[
(-i\boldsymbol\sigma\cdot\mathbf n')(i\sigma_z)=\cos\beta+i\sin\beta\,\boldsymbol\sigma\cdot\mathbf e=e^{i\beta\boldsymbol\sigma\cdot\mathbf e},
\]
with $\mathbf e$ the unit vector along $\mathbf n'\times\hat{\mathbf z}$. This is a rotation by $2\beta$. Its trace for spin $j_1$ is $\sum_me^{2i\beta m}=\sin[(2j_1+1)\beta]/\sin\beta$, and
\begin{equation}
\sum_{j_3j_3'}(2j_3+1)(2j_3'+1)\|\Delta\|^2
=2(2j_2+1)\left[2j_1+1-\frac{\sin(2j_1+1)\beta}{\sin\beta}\right].
\label{total}
\end{equation}
For $0<\beta<\pi$, neighbouring terms of the trace differ by the phase $e^{2i\beta}\neq1$, so for $j_1>0$ the trace is smaller than $2j_1+1$ and the violation is positive. It vanishes for $j_1=0$, where there is no sign to lose, and for $\beta=0$, where the rotation leaves the $z$ axis in place. At $\beta=\pi$ the ratio of sines is read as its limit $(-1)^{2j_1}(2j_1+1)$. Reversing the axis gives $S'=(-1)^{2j_1}S$, so the violation vanishes for integer $j_1$ and equals $4(2j_1+1)(2j_2+1)$ for half-integer $j_1$.

For $j_1=j_2=1$ and $\beta=60^\circ$ the formula gives $2\cdot3\,(3-0)=18$, and the direct sum over $3j$ symbols in the numerical check also gives 18. Part of the damage is mixing: the block from $j_3=1$ to $j_3'=2$ should vanish, yet its largest entry is $0.258$ in magnitude. The same norm argument applied to $p$ on the external leg shows that dropping both signs breaks invariance for every $j_3>0$.

\textbf{Q.} So if my bubble passes a rotation test, the signs were right?

\textbf{A.} Not necessarily. A reversed arrow on a half-integer line changes the sign of every block but leaves each one invariant, so no rotation test can find it. A missing sign can also go unnoticed if you test only one block. For $j_1=1$,
\[
S=\mathrm{diag}(1,-1,1)=2J_z^2-1=\tfrac13+2\left(J_z^2-\tfrac23\right).
\]
The last bracket is a rank-2 tensor component, which cannot connect $j_3=\tfrac12$ to $j_3'=\tfrac12$. With $j_2=\tfrac12$ that block is therefore invariant, but it is one third of the correct value. The error in symmetry appears in the blocks that involve $\tfrac32$, which a rank-2 component can reach. The block from $\tfrac12$ to $\tfrac32$ has largest entry $0.333$ in magnitude instead of zero. In the block from $\tfrac32$ to $\tfrac32$, (\ref{N}) gives $A(\pm\tfrac32)=\tfrac14$ but $A(\pm\tfrac12)=\tfrac14\left(\tfrac13-\tfrac23\right)=-\tfrac1{12}$, whereas a multiple of $g$ needs the same $A$ for every $m_3$.

With $j_3=j_3'=0$ and $j_1=j_2=j$ there is no leg to rotate. Each of the $2j+1$ terms has $V^2=1/(2j+1)$, so the ratio of faulty to correct is $\sum_m(-1)^{j-m}/(2j+1)$. This is $1/3$ for $j=1$ and $0$ for $j=\tfrac12$. A rotation test therefore has to be accompanied by a check of the value, including its overall sign.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Example j1=j2=j3=j3'=1; all values dimensionless, angles in degrees
3j(1 1 1; 1 0 -1) = -0.408248
number of nonzero 3j(1 1 1) symbols = 6
m3 | sum of V^2 | sum of (-1)^(j1-m1) V^2
 1 | 0.333333 | 0.000000
 0 | 0.333333 | 0.333333
-1 | 0.333333 | 0.000000
bubble entries (m3,m3') = (1,-1), (0,0), (-1,1):
  both signs kept [0.333333, -0.333333, 0.333333]
  sign dropped on j1 [0.0, -0.333333, 0.0]
  both signs dropped [-0.333333, -0.333333, -0.333333]
unit vector on both legs, tilt theta from z in the xz plane:
theta (deg) | both kept | one dropped | both dropped
  0 | -0.333333 | -0.333333 | -0.333333
 30 | -0.333333 | -0.250000 | -0.166667
 45 | -0.333333 | -0.166667 | 0.000000
 60 | -0.333333 | -0.083333 | 0.166667
 90 | -0.333333 | 0.000000 | 0.333333
largest |entry| of block j3=1, j3'=2, both kept: 0.0
largest |entry| of block j3=1, j3'=2, one dropped: 0.258199
total violation, sign dropped on j1, tilt beta = 60.0 deg
j1, j2 | direct sum | formula
0.0, 1.0 | 0.000000 | 0.000000
0.5, 0.5 | 4.000000 | 4.000000
0.5, 1.0 | 6.000000 | 6.000000
1.0, 0.5 | 12.000000 | 12.000000
1.0, 1.0 | 18.000000 | 18.000000
1.5, 1.0 | 30.000000 | 30.000000
factor on the bubble from reversing the arrow on j1 (j2=1, j3=j1):
  j1 = 0.5: -1.0
  j1 = 1.0: 1.0
  j1 = 1.5: -1.0
j1=1, j2=1/2, j3=j3'=1/2: wrong/correct = 0.333333
  largest |entry| of its block j3=1/2, j3'=3/2 = 0.333333
j3=j3'=0, j1=j2=j: wrong/correct
  j = 0.5: 0.000000
  j = 1.0: 0.333333
  j = 1.5: 0.000000
  j = 2.0: 0.200000
orthogonality sum, same unit vector on both legs: plain | first conjugated
  along x: 0.333333 | 0.333333
  along y: -0.333333 | 0.333333
  along z: 0.333333 | 0.333333
\end{verbatim}
